\section*{Latter's tail correction: a useful potential without a parent energy functional}

\textit{Q:} My local-density exchange potential for a neutral atom dies off too fast, so I apply Latter's tail correction and iterate to self-consistency. As I see it, this is a better exchange functional: the same theory with a repaired tail. I minimize its energy, and I check the result with the virial theorem, $2T+V=0$.

\textit{A:} Which energy do you minimize? Let us first write down what the rule does. I use Hartree atomic units and a spherical, closed-shell atom with $N$ electrons and exchange only. The local density approximation (LDA) has
\begin{align}
E_x&=-\frac{3c}{4}\int n^{4/3}\,d^3r,\qquad c=\left(\frac{3}{\pi}\right)^{1/3},\\
v_x&=\frac{\delta E_x}{\delta n}=-c\,n^{1/3},\qquad v=-\frac Zr+v_H+v_x ,
\end{align}
where $v_H$ is the Hartree potential. Latter's rule replaces $v$ by
\begin{equation}
v_L=\min\left(v,\,-\frac{Z-N+1}{r}\right).
\end{equation}
Write $v_L=-Z/r+v_H+v_{xL}$. Subtracting $-Z/r+v_H$ from both entries, with $-(Z-N+1)/r+Z/r=(N-1)/r$, shows that the rule amounts to a modified exchange potential:
\begin{equation}
v_{xL}=\min\left(v_x,\,\frac{N-1}{r}-v_H\right).
\label{eq:vxl}
\end{equation}
I assume one crossing radius $r_0$, with $v_x$ the lower entry inside it and the second entry the lower one outside.

\section*{What the tail does}

\textit{Q:} The gain is real, though. I get a Rydberg series that I did not have before.

\textit{A:} It is real. For $N=Z$ the nuclear and Hartree terms cancel outside the charge cloud, and $v_x\propto n^{1/3}$ decays exponentially. In such a short-range potential the zero-energy $s$ solution $u=rR$ ends as a straight line. It has finitely many nodes, and each node counts one bound $s$ level.

With the tail $-1/r$, the zero-energy equation becomes $u''=-(2/r)u$. The local wave number is $k=\sqrt{2/r}$, and the accumulated phase $\int k\,dr=2\sqrt{2r}$ grows without bound. The local-wave picture improves outwards, since $|k'|/k^2=1/(2\sqrt{2r})\to0$. There are infinitely many nodes, hence infinitely many levels.

For beryllium the LDA potential binds two $s$ levels. With Latter's rule the $3s$ level lies at $-0.086715$ hartree. Writing $\varepsilon_n=-1/[2(n-\delta_n)^2]$, we find
\begin{equation}
\delta_3=3-\frac{1}{\sqrt{2\times0.086715}}=0.599 .
\end{equation}
The defect settles to $0.595$ by $9s$. A straight line in energy through the $5s$ and $6s$ defects predicts $0.59494$ for the $9s$ defect, equal to the computed value to these five decimals.

\section*{Work between two densities}

\textit{Q:} Then there must be a functional whose derivative is $v_{xL}$. I may not know its formula, but I could integrate the potential from one density to another.

\textit{A:} That would work if the answer did not depend on the path. Let us test it at fixed $N$. Take radial densities $\rho=4\pi r^2n$ of the form
\begin{equation}
\rho=\rho_0+p\,d_1+q\,d_2,\qquad \int_0^\infty d_i\,dr=0,
\end{equation}
and define the generalized forces $F_i=\int_0^\infty d_i\,v_{xL}\,dr$. A constant added to the potential drops out. If a functional $E$ existed, we would have $F_1=\partial E/\partial p$ and $F_2=\partial E/\partial q$, and the work would be the difference of $E$ between the end points.

Split $F_2$ at the crossing:
\begin{equation}
F_2=\int_0^{r_0}d_2v_x\,dr+\int_{r_0}^{\infty}d_2\left(\frac{N-1}{r}-v_H\right)dr .
\end{equation}
When $p$ changes, $r_0$ moves. The two boundary terms cancel, because both entries of Eq.~\eqref{eq:vxl} are equal at $r_0$. What remains comes from $v_x$ inside and $v_H$ outside. For a spherical charge, $v_H(r)=\int_0^\infty\rho(r')/\max(r,r')\,dr'$, so
\begin{align}
\frac{\partial F_2}{\partial p}
={}&\int_0^{r_0}\frac{d_2d_1}{4\pi r^2}\frac{dv_x}{dn}\,dr\nonumber\\
&-\int_{r_0}^{\infty}dr\,d_2(r)\int_0^\infty dr'\,\frac{d_1(r')}{\max(r,r')} .
\end{align}
In the last integral, separate $r'<r_0$ from $r'>r_0$. In the first part $\max(r,r')=r$ and the integrals factorize. With
\begin{equation}
Q_i=\int_0^{r_0}d_i\,dr,\qquad a_i=\int_{r_0}^\infty\frac{d_i}{r}\,dr ,
\end{equation}
that part gives $-a_2Q_1$. All other terms are unchanged when $d_1$ and $d_2$ are exchanged. They cancel in the difference:
\begin{equation}
\frac{\partial F_2}{\partial p}-\frac{\partial F_1}{\partial q}=a_1Q_2-a_2Q_1 .
\label{eq:curl}
\end{equation}
Suppose $d_2$ rearranges charge outside $r_0$ only, with $Q_2=0$ but $a_2\ne0$, while $d_1$ carries charge across $r_0$. The result is $-a_2Q_1\neq0$. Hence $v_{xL}$ is not the derivative of a density functional, even at fixed $N$.

Physically, $v_{xL}$ outside $r_0$ responds to the charge $Q_1$ carried across $r_0$ through its term $-v_H$. That term cancels the Hartree potential, so the full potential there stays at $-(Z-N+1)/r$ whatever the density does. A symmetric response would require $v_{xL}$ inside $r_0$ to shift by $-a_2$ when charge is rearranged outside, but there $v_{xL}=v_x$ depends on the local density only and does not shift.

\textit{Q:} Is the mismatch large enough to notice?

\textit{A:} Take a four-electron model density. Two core electrons have radial density proportional to $r^2e^{-2\zeta r}$ with $\zeta=3.7$ bohr$^{-1}$. Two valence electrons have the form $r^4e^{-2\zeta r}$ with $\zeta=0.95$ bohr$^{-1}$. Move one valence electron into a contracted shell of the same form, $\zeta=1.2$ bohr$^{-1}$, and the other into an expanded one, $\zeta=0.7$ bohr$^{-1}$. Here $p$ and $q$ count the electrons moved into each, and both run from 0 to 1.

Filling the contracted shell first costs $0.008781$ hartree of work by $v_{xL}$. Filling the expanded shell first costs $0.003162$ hartree. The end points are the same, yet
\begin{equation}
0.008781-0.003162=0.005619\ \text{hartree}\quad(0.153\ \text{eV}).
\end{equation}
The first path followed by the reverse of the second encloses the unit square counterclockwise, so this difference must equal the integral of Eq.~\eqref{eq:curl} over the square. Computed separately, that integral is also $0.005619$ hartree. For plain LDA exchange both orders give $0.007767$ hartree, which is the change of $E_x$.

\section*{The virial relation}

\textit{Q:} Fine, I shall keep the LDA energy expression and evaluate it with the Latter orbitals. They are eigenstates of a local potential, so the virial theorem should still hold.

\textit{A:} One virial theorem does, but not the one you use as a check. For a fixed $v_L$, scale a normalized eigenfunction to $s^{3/2}\phi(s\mathbf r)$. Its energy is $s^2t+\int|\phi|^2v_L(r/s)\,d^3r$, with $t$ its kinetic energy. An eigenstate is stationary at $s=1$, so $2t=\int|\phi|^2r\,v_L'\,d^3r$. Summing over electrons gives
\begin{equation}
2T=\int n\,r\,v_L'\,d^3r .
\label{eq:orb}
\end{equation}
To reach $2T+V=0$ we must turn the right-hand side into $-V$, where $V=E_{\rm ext}+E_H+E_x$. Write $v_L=v+D$, with $D=0$ inside $r_0$. The three parts of $v$ give
\begin{align}
\int n\,r\frac{d}{dr}\left(-\frac Zr\right)d^3r&=\int\frac{Zn}{r}\,d^3r=-E_{\rm ext},\\
\int n\,\mathbf r\cdot\nabla v_H\,d^3r
&=-\iint n(\mathbf r)n(\mathbf r')\frac{\mathbf r\cdot(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}\,d^3r\,d^3r'\nonumber\\
&=-\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-E_H,\\
\int n\,\mathbf r\cdot\nabla v_x\,d^3r
&=-\frac c4\int\mathbf r\cdot\nabla n^{4/3}\,d^3r\nonumber\\
&=\frac{3c}{4}\int n^{4/3}\,d^3r=-E_x .
\end{align}
The Hartree line averages the integrand with its copy under $\mathbf r\leftrightarrow\mathbf r'$, which replaces $\mathbf r\cdot(\mathbf r-\mathbf r')$ by $\frac12|\mathbf r-\mathbf r'|^2$. The exchange line uses $n\nabla n^{1/3}=\frac14\nabla n^{4/3}$ and an integration by parts with $\nabla\cdot\mathbf r=3$. Equation~\eqref{eq:orb} becomes
\begin{equation}
2T+V=\int n\,r\,D'\,d^3r .
\label{eq:defect}
\end{equation}
The right-hand side comes from $r>r_0$ and vanishes for unmodified LDA.

\textit{Q:} But that is the far tail, where there is hardly any density.

\textit{A:} Not in beryllium. The self-consistent crossing is at $r_0=2.005$ bohr, and $1.48$ of the four electrons lie outside it. The Latter orbitals give $T=14.034347$ and $V=-28.248787$ hartree, hence
\begin{equation}
2T+V=28.068694-28.248787\approx-0.1801\ \text{hartree}\quad(-4.90\ \text{eV}).
\end{equation}
The tail integral in Eq.~\eqref{eq:defect} gives the same value, and Eq.~\eqref{eq:orb} also holds. So your check would flag an error in a correct program. The defect is weighted by the density, so it becomes small if $n\,r\,D'$ is small throughout the outer region.

It also shows that the orbitals do not minimize the LDA energy. If all orbitals are scaled by $s$, kinetic energy scales as $s^2$ and each part of $V$ as $s$:
\begin{equation}
E(s)=s^2T+sV,\qquad E'(1)=2T+V\ne0 .
\end{equation}
The minimum is at $s=-V/(2T)=1.0064$, a slight contraction. The energy recovered is
\begin{equation}
T+V+\frac{V^2}{4T}=\frac{(2T+V)^2}{4T}=5.8\times10^{-4}\ \text{hartree}.
\end{equation}
The full excess over the self-consistent LDA energy is $0.00885$ hartree ($0.241$ eV), so scaling alone removes about 7\% of it.

\textit{Q:} Could I define the exchange energy so that the virial relation is restored?

\textit{A:} You can, by putting
\begin{equation}
A[n]=-\int n\,\mathbf r\cdot\nabla v_{xL}\,d^3r=\int v_{xL}(3n+\mathbf r\cdot\nabla n)\,d^3r
\end{equation}
in place of $E_x$. The second form follows by parts. Equation~\eqref{eq:orb} then reads $2T+E_{\rm ext}+E_H+A=0$ by construction, which no longer tests anything about a minimum.

This $A$ is also the sole candidate for a parent functional. Let $n_s(\mathbf r)=s^3n(s\mathbf r)$. Both entries of Eq.~\eqref{eq:vxl} scale alike, so $v_{xL}[n_s](r)=s\,v_{xL}[n](sr)$. With $\mathbf y=s\mathbf r$, a parent $E$ would obey
\begin{align}
\frac{dE[n_s]}{ds}&=\int s\,v_{xL}[n](y)\,s^2(3n+\mathbf y\cdot\nabla n)\,\frac{d^3y}{s^3}=A[n],\\
E[n_s]&=B[n]+sA[n].
\end{align}
The work between two scaled densities along a scaled path is $s$ times the unscaled work. It vanishes as $s\to0$, so $B$ is the same for all densities with this $N$. Thus $E=A+\text{constant}$. Between the end points of our model, however, $A$ changes by $-0.0366$ hartree, which matches neither path and has the opposite sign.

\section*{At the crossing radius}

\textit{Q:} Does the switch at $r_0$ itself leave a mark on the orbitals?

\textit{A:} The potential is continuous there, but its slope is not. For the neutral atom $v$ rises through $-1/r$ at $r_0$, and the slope changes from $v'(r_0)$ to $1/r_0^2$. An $s$ orbital obeys $u''=2(v_L-\varepsilon)u$, so $u''$ is continuous. One more derivative gives
\begin{equation}
u'''=2v_L'u+2(v_L-\varepsilon)u' ,
\end{equation}
and only the first term can jump. For beryllium $2s$, where $u(r_0)=0.5737$ bohr$^{-1/2}$ and the slopes are in hartree/bohr,
\begin{equation}
\Delta u'''=2(0.5737)(0.2487-0.4300)=-0.208\ \text{bohr}^{-7/2}.
\end{equation}
Differentiating the computed orbital on either side of $r_0$ gives the same jump. A numerical method that assumes smooth higher derivatives should treat the two sides separately and join them at $r_0$, for instance at an element boundary. A grid point at $r_0$ is not enough if the stencil reaches across it. In Numerov's three-point formula with step $h$, the jump adds $h^3\Delta u'''/6$ to the second difference of $u$ but only $h^3\Delta u'''/12$ to the side built from $u''$. A residual $h^3\Delta u'''/12$ remains at that point unless it is corrected for.

\textit{Q:} So what may I still use the potential for?

\textit{A:} Use it as a one-electron potential. Once $v_L$ is frozen, its orbital problem is an ordinary variational one, and its excited levels form a Rydberg series. The form of the series is right, but the positions are only approximate. The measured $2s3s$ levels of beryllium correspond to defects of about $0.69$ (singlet) and $0.82$ (triplet), against our $0.599$. The Latter $2s$ level at $-0.258$ hartree also falls short of the measured ionization energy of $0.343$ hartree. If you quote a total energy, say which expression you evaluated, and do not call it the minimum of a Latter functional. The numerical check checks these relations numerically.

\section*{Computed values}
\begin{verbatim}
Beryllium: Z = 4, N = 4, box radius = 300 bohr
crossing radius r0 = 2.00518 bohr
electrons outside r0 (Latter) = 1.4781
at r = 10.190 bohr: r*v LDA = -0.06402, Latter = -1.00000 hartree bohr
slope of v_L just inside r0 = 0.43002 hartree/bohr
slope of v_L just outside r0 = 0.24871 hartree/bohr
2s orbital u(r0) = 0.57372 bohr^-1/2
jump of u''' from orbital = -0.20805 bohr^-7/2
jump of u''' from formula = -0.20805 bohr^-7/2
LDA: eps_1s = -3.79318, eps_2s = -0.17003 hartree
LDA: T = 14.223291, V = -28.446582, T+V = -14.223291 hartree
Latter: eps_1s = -3.87025, eps_2s = -0.25763 hartree
Latter: T = 14.034347, V = -28.248787, T+V = -14.214439 hartree
2T+V, LDA = -3.0e-11 hartree
2T+V, Latter = -0.180092 hartree = -4.9006 eV
tail integral of n r d(v_L-v)/dr = -0.180092 hartree
2T, Latter = 28.068694 hartree
integral of n r dv_L/dr = 28.068694 hartree
LDA energy excess of Latter orbitals = 0.008851 hartree = 0.2409 eV
part recovered by scaling alone = 5.777e-04 hartree
number of bound s levels, LDA potential = 2
Latter 2s: energy = -0.257628 hartree, quantum defect = 0.60688
Latter 3s: energy = -0.086715 hartree, quantum defect = 0.59875
Latter 4s: energy = -0.043168 hartree, quantum defect = 0.59667
Latter 5s: energy = -0.025778 hartree, quantum defect = 0.59584
Latter 6s: energy = -0.017118 hartree, quantum defect = 0.59542
Latter 7s: energy = -0.012189 hartree, quantum defect = 0.59518
Latter 8s: energy = -0.009119 hartree, quantum defect = 0.59504
Latter 9s: energy = -0.007078 hartree, quantum defect = 0.59494
9s quantum defect predicted from 5s and 6s = 0.59494
Model exponents (core, valence, contracted, expanded) = [3.7  0.95 1.2  0.7 ] 1/bohr
model r0: start = 1.7834, end = 1.8635 bohr
Latter work, contracted shell filled first = 0.008781 hartree
Latter work, expanded shell filled first = 0.003162 hartree
path difference = 0.005619 hartree = 0.1529 eV
path difference from curl formula = 0.005619 hartree
change of the sole candidate energy = -0.036616 hartree
LDA work, contracted first = 0.007767 hartree
LDA work, expanded first = 0.007767 hartree
change of LDA exchange energy = 0.007767 hartree
\end{verbatim}
